# Rashba and Dresselhaus coupling on a grid: SU(2) links and pure gauge

## 1. A single line

Consider an electron of mass $m$ on a line, with $\hbar=1$ and a spin-orbit term that involves one spin component:

$$H=\frac{p^2}{2m}+\frac{q}{m}\,S\,p+V(x),\qquad S^\dagger=S,\quad S^2=1. \tag{1}$$

Here $q$ is a constant wave number, $S$ is a traceless $2\times2$ spin matrix and $V$ does not act on spin. Since $S$ commutes with $p$, $(p+qS)^2=p^2+2qSp+q^2$, and

$$H=\frac{(p+qS)^2}{2m}+V-\frac{q^2}{2m}. \tag{2}$$

For a spin state with $S=s=\pm1$, write $\psi=e^{-isqx}\varphi$. The derivative of the phase contributes $-sq$ to the momentum, so $(p+sq)\psi=e^{-isqx}p\varphi$. The coupling has disappeared from the equation for $\varphi$, apart from the energy shift $-q^2/2m$.

Now use a grid of spacing $a$. Let $(T\psi)(x)=\psi(x+a)$ and $t=1/(2ma^2)$. The usual kinetic energy is $t(2-T-T^\dagger)$, and the central difference for momentum is $p\to-i(T-T^\dagger)/(2a)$. Because $q/(2ma)=tqa$, equation (1) becomes

$$H_{\rm cd}=2t-t\left[(1+iqaS)T+(1-iqaS)T^\dagger\right]+V. \tag{3}$$

For $S=s$ the hopping factor is $1+isqa$. Its phase can be absorbed into the wave function, as in the continuum. Its modulus $\sqrt{1+q^2a^2}$ cannot: a change of phase does not alter the strength of a hop. Replacing the factor by the unitary matrix $e^{iqaS}$, and adding the constant $-q^2/2m$ of (2) explicitly, cures the fault. The constant is needed because in (3) the shift came from the modulus, through $2t(1-\sqrt{1+q^2a^2})\to-q^2/2m$. In the plane the same replacement gives matrices that need not commute.

## 2. The gauge field in the plane

Take uniform Rashba and Dresselhaus strengths $\alpha$ and $\beta$, with the sign convention

$$H=\frac{p_x^2+p_y^2}{2m}+\alpha(p_y\sigma_x-p_x\sigma_y)+\beta(p_x\sigma_x-p_y\sigma_y)+V(\mathbf r). \tag{4}$$

Collecting the factors of $p_x$ and $p_y$ gives $(p_xA_x+p_yA_y)/m$ for the coupling, where

$$A_x=m(\beta\sigma_x-\alpha\sigma_y),\qquad A_y=m(\alpha\sigma_x-\beta\sigma_y). \tag{5}$$

The cross terms in $A_x^2$ and $A_y^2$ contain $\sigma_x\sigma_y+\sigma_y\sigma_x=0$. Hence $A_x^2=A_y^2=m^2(\alpha^2+\beta^2)$. The $A_j$ are uniform and commute with the momenta, so completing the square gives

$$H=\frac{(\mathbf p+\mathbf A)^2}{2m}+V-m(\alpha^2+\beta^2). \tag{6}$$

The subtracted constant is the sum of two terms $A_j^2/2m$.

If $\mathbf A$ is a pure gauge, there is a position-dependent spin rotation $U$ with $p_j+A_j=Up_jU^\dagger$. The two operators $p_j+A_j$ must then commute, because $p_x$ and $p_y$ do. In fact

$$\begin{aligned}
[p_x+A_x,p_y+A_y]&=[A_x,A_y]\\
&=m^2\left(-\beta^2[\sigma_x,\sigma_y]-\alpha^2[\sigma_y,\sigma_x]\right)\\
&=2im^2(\alpha^2-\beta^2)\sigma_z.
\end{aligned} \tag{7}$$

This commutator is the curvature of the gauge field. It vanishes only for $\alpha=\pm\beta$.

For $\alpha=\beta$, define

$$q=\sqrt2\,m\alpha,\qquad S=\frac{\sigma_x-\sigma_y}{\sqrt2}. \tag{8}$$

Equation (5) then gives $A_x=A_y=qS$, with $S^2=1$. Choose

$$U(\mathbf r)=e^{-iq(x+y)S}. \tag{9}$$

Since $-i\partial_jU^\dagger=qSU^\dagger$, the product rule yields $Up_jU^\dagger=p_j+U(-i\partial_jU^\dagger)=p_j+qS$. The potential commutes with $U$ because it is spin-independent. Therefore

$$H=U\left(\frac{p^2}{2m}+V\right)U^\dagger-2m\alpha^2. \tag{10}$$

Equal strengths thus leave the density of each spinless orbital unchanged, while the spin rotates in space about the axis of $S$. Only a spin pointing along that axis keeps a fixed direction. Equation (4) keeps only couplings linear in $\mathbf p$ and uniform in space. The cubic Dresselhaus term of a real zinc-blende quantum well is not of the form $\mathbf p\cdot\mathbf A$ with uniform $\mathbf A$ and is not removed by (9).

For $\beta=-\alpha$, put $S'=(\sigma_x+\sigma_y)/\sqrt2$. Now $A_x=-qS'$ and $A_y=qS'$, and the rotation $U=e^{iq(x-y)S'}$ leads to the same energy shift.

## 3. Link matrices

Let $(T_j\psi)(\mathbf r)=\psi(\mathbf r+a\mathbf e_j)$, so that $T_j=e^{iap_j}$ away from boundaries. Since $A_j$ commutes with $p_j$,

$$e^{ia(p_j+A_j)}=W_jT_j,\qquad W_j=e^{iaA_j}. \tag{11}$$

The kinetic energy along $j$ is replaced by $[1-\cos a(p_j+A_j)]/(ma^2)$, whose expansion starts with $(p_j+A_j)^2/2m$ and has an error of order $a^2$. With $t=1/(2ma^2)$ this gives

$$H_{\rm link}=\sum_{j=x,y}t\left(2-W_jT_j-T_j^\dagger W_j^\dagger\right)+V-m(\alpha^2+\beta^2). \tag{12}$$

At a hard wall, hops out of the region are deleted.

To write $W_j$ explicitly, set $A_j=m\sqrt{\alpha^2+\beta^2}\,N_j$, which makes $N_j^2=1$. The even and odd powers of the exponential sum to

$$W_j=\cos\theta+iN_j\sin\theta,\qquad \theta=am\sqrt{\alpha^2+\beta^2}. \tag{13}$$

These are SU(2) matrices: they are unitary and have determinant one. Under a local rotation $\psi'(\mathbf r)=g(\mathbf r)\psi(\mathbf r)$, the hop term keeps its form if

$$W_j(\mathbf r)\to g(\mathbf r)W_j(\mathbf r)g^\dagger(\mathbf r+a\mathbf e_j). \tag{14}$$

This covariance holds for unequal strengths too.

**Curvature of one grid square.** The product of links around a square is

$$P=W_xW_yW_x^\dagger W_y^\dagger. \tag{15}$$

By (14), a local rotation changes $P$ to $gPg^\dagger$ and leaves its trace alone. To find the trace, let $D=W_xW_y-W_yW_x$. Unitarity gives $DD^\dagger=2-P-P^\dagger$, and the trace of an SU(2) matrix is real, so $\mathrm{Tr}\,DD^\dagger=4-2\,\mathrm{Tr}\,P$. From (13) and (7),

$$D=-\sin^2\theta\,[N_x,N_y]=-2i\sin^2\theta\,\frac{\alpha^2-\beta^2}{\alpha^2+\beta^2}\,\sigma_z. \tag{16}$$

Thus $\mathrm{Tr}\,DD^\dagger=8\sin^4\theta\,[(\alpha^2-\beta^2)/(\alpha^2+\beta^2)]^2$, and

$$\frac12\mathrm{Tr}\,P=1-2\sin^4\theta\left(\frac{\alpha^2-\beta^2}{\alpha^2+\beta^2}\right)^2. \tag{17}$$

A pure gauge has $P=1$. For $0<\theta<\pi$ this requires $\alpha=\pm\beta$, as in the continuum. At $\theta=\pi$ every link equals $-1$, and the square shows no curvature even for unequal strengths. That is an artefact of a grid far too coarse for the coupling.

## 4. Equal strengths on the grid

For $\alpha=\beta$, the rotation (9) taken at neighbouring sites gives

$$U(\mathbf r)U^\dagger(\mathbf r+a\mathbf e_j)
=e^{-iq(x+y)S}e^{iq(x+y+a)S}=e^{iqaS}=W_j. \tag{18}$$

No expansion in $a$ has been made. Let $H_0=\sum_jt(2-T_j-T_j^\dagger)+V$ be the spinless grid Hamiltonian. Using (18) in every hop of (12) yields

$$H_{\rm link}=U(H_0\otimes1)U^\dagger-2m\alpha^2. \tag{19}$$

With hard walls, each spinless level therefore appears twice, shifted by $-2m\alpha^2$, at every spacing. The walls may have any shape, since a deleted hop is missing on both sides of (19). The case $\beta=-\alpha$ follows with its own $U$.

Equation (19) preserves a relation between two grid problems. It does not remove the ordinary error of $H_0$ relative to the continuum.

## 5. What central differences change

Discretising (4) directly, as in Section 1, gives

$$H_{\rm cd}=\sum_jt\left[2-(1+iaA_j)T_j-T_j^\dagger(1-iaA_j)\right]+V. \tag{20}$$

There is no separate constant because (4) has none. The hop matrix is not unitary: $(1+iaA_j)(1-iaA_j)=1+\theta^2$.

At $\alpha=\beta$ we have $\theta=qa$. As $S$ has eigenvalues $\pm1$, the polar form of $1\pm iqa$ gives

$$1+iqaS=\kappa e^{i\zeta S},\qquad
\kappa=\sqrt{1+q^2a^2},\quad \zeta=\arctan(qa). \tag{21}$$

The phase is removed by the rotation $e^{-i\zeta(x+y)S/a}$. What remains is a doubled spinless Hamiltonian with hopping $\kappa t$ in place of $t$. Central differences therefore still decouple the two spin states at equal strengths, but they lead to a different spinless problem.

Could some other unitary transformation restore the original one? Suppose that, on a finite hard-wall grid, the spectrum of $H_{\rm cd}$ were that of $H_0\otimes1$ plus a constant $c$. Hops have no diagonal elements, so the two traces are equal and $c=0$. The traces of the squares would then have to agree as well. Each directed hop contributes $t^2\,\mathrm{Tr}(1+\theta^2)=2t^2(1+\theta^2)$ to $\mathrm{Tr}\,H_{\rm cd}^2$, but $2t^2$ without coupling. With $N_{\rm hop}$ directed hops,

$$\mathrm{Tr}\,H_{\rm cd}^2-\mathrm{Tr}(H_0\otimes1)^2=2t^2\theta^2N_{\rm hop}>0. \tag{22}$$

This contradiction rules out every such unitary at nonzero coupling and spacing. Adding a constant to $H_{\rm cd}$ merely changes $c$ by that constant and does not help.

**The size of the fault.** Let $K=\sum_jt(2-T_j-T_j^\dagger)$. The spinless problem equivalent to $H_{\rm cd}$ at $\alpha=\beta$ is

$$H_\kappa=V+\kappa K+4t(1-\kappa), \tag{23}$$

because the on-site energy $4t$ is not multiplied by $\kappa$. The link problem is equivalent to $V+K-2m\alpha^2$. Their difference is

$$\Delta=(\kappa-1)K+4t(1-\kappa)+2m\alpha^2. \tag{24}$$

Insert $\kappa=1+q^2a^2/2-q^4a^4/8+\cdots$ and $4t=2/(ma^2)$:

$$4t(1-\kappa)=-\frac{q^2}{m}+\frac{q^4a^2}{4m}+O(a^4)
=-2m\alpha^2+m^3\alpha^4a^2+O(a^4). \tag{25}$$

The constant terms cancel in (24). First-order perturbation theory for a fixed, nondegenerate spinless level then gives

$$E_{\rm cd}-E_{\rm link}=a^2\left(m^3\alpha^4+m^2\alpha^2\langle K\rangle\right)+O(a^4). \tag{26}$$

The leading error is positive and grows with the kinetic energy of the level. It vanishes in the continuum limit, so central differences remain a consistent approximation.

## 6. A model dot

Take $m=\omega_0=1$, with energies in $\hbar\omega_0$ and lengths in $\sqrt{\hbar/(m\omega_0)}$. The potential is

$$V=\tfrac12x^2+0.72y^2+0.5\,e^{-(x-0.5)^2-(y+0.3)^2}, \tag{27}$$

inside a hard-walled square of side 10 centred at the origin. Let $\alpha=\beta=0.5$. Then $q=0.7071$ and the gauge shift is $-2(0.5)^2=-0.5$.

At $a=0.5$ there are $19^2$ sites and 722 spin levels. All link levels agree with the doubled, shifted spinless levels to about $2\times10^{-13}$. The largest deviation with central differences is 0.77, taken over the whole grid spectrum. For the ground level the comparison on three grids is:

| $a$ | $E_0$ | $E_{\rm link}$ | $E_{\rm cd}$ |
|---|---|---|---|
| 0.500 | 1.2893 | 0.7893 | 0.8348 |
| 0.250 | 1.3021 | 0.8021 | 0.8139 |
| 0.125 | 1.3052 | 0.8052 | 0.8082 |

On the finest grid $\langle K\rangle=0.5154$, and (26) gives

$$0.125^2\left[0.5^4+0.5^2(0.5154)\right]=0.00299. \tag{28}$$

The computed difference is 0.00298. At $a=0.5$ the estimate is 0.0478 against 0.0455, about 5% above the computed difference, as higher powers of $a$ begin to count.

Extrapolating the spinless energy to $a=0$ gives 1.3063, hence 0.8063 with the coupling. At $a=0.5$ the link energy lies 0.017 below this value and the central one 0.029 above it. The errors have opposite signs because the positive term (26) outweighs the negative spinless error. At a suitable weaker coupling the two would cancel to leading order in $a^2$. Exact gauge equivalence therefore does not guarantee the smaller total error for every single energy.

The trace argument can be followed in numbers. Here $t=2$, $\theta^2=q^2a^2=0.125$ and $N_{\rm hop}=4\cdot19\cdot18=1368$. Equation (22) gives $2\cdot4\cdot0.125\cdot1368=1368$, in agreement with the value obtained from the spectra.

**The spin helix.** The matrix $U$ rotates spin by $2q(x+y)$ about the axis $(1,-1,0)/\sqrt2$. One grid step along $x$ turns it by $2qa=0.707$ rad with links, but by $2\arctan(qa)=0.680$ rad with central differences. Both angles are confirmed from the ground doublet. A distance $d$ along $(1,1)$ changes $x+y$ by $\sqrt2d$, so the link period follows from $2\sqrt2qd=2\pi$:

$$d=\frac{\pi}{\sqrt2q}=\frac{\pi}{2m\alpha}=3.142. \tag{29}$$

With central differences it is $\pi a/(\sqrt2\zeta)=3.268$, which is 4% too long.

## 7. Curvature, Zeeman fields and Bloch phases

For $\alpha=0.7$, $\beta=0.1$, the sum $\alpha^2+\beta^2=0.5$ is unchanged, but the curvature is not zero. At $a=0.5$, (17) gives $\frac12\mathrm{Tr}\,P=0.9735$. The ground energy is 0.8521; adding back the constant 0.5 gives 1.3521, which exceeds the spinless 1.2893 by 0.063. This is the value at $a=0.5$; the excess rises to 0.070 as $a\to0$.

The sign of this excess follows from unitarity. For neighbouring sites $\mathbf r$ and $\mathbf r'$,

$$-2t\,\mathrm{Re}\,\psi^\dagger(\mathbf r)W\psi(\mathbf r')\ge-2t\,|\psi(\mathbf r)||\psi(\mathbf r')|. \tag{30}$$

The right side is the hopping energy of the spinless trial function $|\psi|$. Hence $E_{\rm link}+m(\alpha^2+\beta^2)\ge E_0$ for the ground state, and with hard walls equal strengths attain the bound. With periodic boundaries they need not, because of the boundary phase discussed below.

A Zeeman term $bS$ commutes with $U$ and merely splits the equal-strength levels by $\pm b$. For $b=0.3$ the ground energy is $0.7893-0.3=0.4893$. A term $b\sigma_z$ behaves differently. Since $S$ anticommutes with $\sigma_z$, $U^\dagger\sigma_zU=\sigma_zU^2$, and

$$U^\dagger\sigma_zU=\sigma_z\cos2q(x+y)+\frac{\sigma_x+\sigma_y}{\sqrt2}\sin2q(x+y). \tag{31}$$

After the coupling is removed, the electron sees a field of fixed strength and spiralling direction. The ground energy is now 0.6342: the gain is 0.155 at $a=0.5$ (0.150 as $a\to0$), less than $b$. The Zeeman term is bounded below by $-b$, so a full gain $b$ would need a state that is both a ground state of $H_0\otimes1$ and opposite to the field at every site. The first condition forces one uniform spinor times the spinless orbital, and a uniform spin cannot follow the spiral, which here turns by $2qa=0.707$ rad per grid step.

Periodic boundaries also need care. Let $\psi(\mathbf r+L_j\mathbf e_j)=e^{ik_jL_j}\psi(\mathbf r)$ in a cell with sides $L_j$ and a periodic $V$. For $S=s$, put $\psi=e^{-isq(x+y)}\varphi$. Translating both factors gives

$$\varphi(\mathbf r+L_j\mathbf e_j)=e^{i(k_j+sq)L_j}\varphi(\mathbf r). \tag{32}$$

The link spectrum at $\mathbf k$ is thus the union of the spinless spectra at $\mathbf k+q(1,1)$ and $\mathbf k-q(1,1)$, shifted by $-2m\alpha^2$. In a cell of $4\times5$ sites with a random potential, $a=0.5$, $\alpha=\beta=0.5$ and $\mathbf k=(0.3,-0.7)$, this holds to about $10^{-14}$, while leaving out the shift of $\mathbf k$ produces deviations up to 1.03. The boundary phase drops out when each $qL_j$ is a multiple of $2\pi$. With central differences, $q$ in (32) is replaced by $\zeta/a$ and the hopping by $\kappa t$, while the on-site energy stays the same and no separate shift $-2m\alpha^2$ is added. Both the positions and the shapes of the bands are therefore altered at finite $a$.

## Computed values

```
Units: energy hbar*omega0, length sqrt(hbar/(m*omega0)), m = 1
Box side 10.0 length; alpha = beta = 0.50 length*omega0
Coarse spacing a = 0.500 length; points per side = 19
Gauge wave number q = 0.707107 1/length; q*a = 0.353553 rad
Exact gauge energy shift = -0.500000 energy
Central hopping factor kappa = 1.060660 (no unit)
Number of spin levels compared = 722
Largest link deviation from shifted spinless = 2.1e-13 energy
Largest central deviation from same = 0.769421 energy
Central deviation from kappa-scaled model = 1.8e-13 energy
Lowest three doublets at a = 0.5, all in energy units:
level   spinless       link         central
  1      1.289312     0.789312     0.834832
  2      2.188753     1.688753     1.763064
  3      2.366998     1.866998     1.947374
Ground energies on refined grids (a in length, rest in energy):
a       spinless   link       central    difference  a^2 estimate
0.500   1.289312   0.789312   0.834832   0.0455200   0.0478195
0.250   1.302075   0.802075   0.813881   0.0118065   0.0119581
0.125   1.305217   0.805217   0.808197   0.0029802   0.0029898
Spinless kinetic energies on these grids = 0.515112, 0.515317, 0.515396 energy
Difference ratio a=0.25 to a=0.125 = 3.9616 (no unit)
Spinless ground energy extrapolated to a=0 = 1.306264 energy
Trace difference, central minus doubled spinless = 0.0e+00 energy
Trace-of-square difference = 1368.0000 energy^2
Spin turn per x step: link 0.707107, central 0.679674 rad
Diagonal helix period: link 3.141593, central 3.268393 length
Unequal pair: alpha = 0.70, beta = 0.10 length*omega0
Unequal pair link angle theta = 0.353553 rad
Unequal pair half plaquette trace = 0.973512 (no unit)
Unequal pair ground energy = 0.852093 energy
Energy cost of its curvature = 0.062781 energy
Dispersion error orders: link 1.9993, central 1.9997 (no unit)
Zeeman strength b = 0.30 energy
Ground with Zeeman along S = 0.489312 energy
Ground with Zeeman along z = 0.634217 energy
Bloch cell 4 x 5 sites, k = (0.3, -0.7) 1/length
Bloch deviation with k shifted by +/-q = 1.1e-14 energy
Bloch deviation without the shift = 1.034408 energy
```
